# Temperature of a Suspended EUV Pellicle from Radiative Balance: test program

```python
"""Steady temperature of a suspended EUV pellicle.

Result under test: T = [Ta^4 + P/(2 eps sigma)]^(1/4), where
P = absorbed power per membrane area, eps = emissivity of each face,
sigma = Stefan-Boltzmann constant, Ta = temperature of black surroundings.
Also tested: thin-sheet emissivity, a reflecting mask, transient heating,
pulse ripple, conduction to the frame and free-molecular gas cooling.
Internal units are SI. Material and scanner parameters are rough values.
"""
import numpy as np
from scipy import constants as sc
from scipy.integrate import quad, solve_bvp, solve_ivp
from scipy.optimize import brentq

sigma, kB, c = sc.Stefan_Boltzmann, sc.k, sc.c
Z0 = sc.mu_0 * c

# Inputs
P = 1.0e4
eps = 0.3
Ta = 300.0
thickness = 50e-9
density = 2330.0
specific_heat = 850.0
conductivity = 20.0
pulse_rate = 50e3
slit_width = 8e-3
mask_speed = 1.2
pressure = 5.0
accommodation = 0.3
h2_diameter = 0.27e-9
mask_gap = 2.5e-3
euv_transmission = 0.90
mask_reflectivity = 0.65
metal_thickness = 4e-9
electron_time = 1e-15
silicon_index = 3.4


def closed_temperature(emissivity, ambient=Ta):
    return (ambient**4 + P / (2 * emissivity * sigma))**0.25


def steady(total_emissivity, gas_coefficient=0.0):
    """Root of the power balance; total emissivity is summed over faces."""
    def excess(T):
        return (total_emissivity * sigma * (T**4 - Ta**4)
                + gas_coefficient * (T - Ta) - P)
    return brentq(excess, Ta, 6000.0, xtol=1e-10)


U = closed_temperature(eps)
T_no_ambient = closed_temperature(eps, 0.0)
assert abs(U - 740) < 5

# Sensitivity to emissivity, against finite differences of the balance root
slope = -(U**4 - Ta**4) / (4 * eps * U**3)
step = 1e-4
slope_numeric = (steady(2 * (eps + step)) - steady(2 * (eps - step))) / (2 * step)
assert abs(slope_numeric / slope - 1) < 1e-5

# Incident EUV intensity: explicit power bookkeeping for two passes
absorbed_fraction = (1 - euv_transmission) * (1 + euv_transmission * mask_reflectivity)
incident = P / absorbed_fraction
after_first = incident * euv_transmission
before_second = after_first * mask_reflectivity
after_second = before_second * euv_transmission
absorbed = incident - after_first + before_second - after_second
assert abs(absorbed / P - 1) < 1e-12

# Angular quadrature on 0 < mu < 1, mu = cosine of emission angle
nodes, weights = np.polynomial.legendre.leggauss(60)
mu_grid = (nodes + 1) / 2
mu_weight = weights / 2


def layer_response(mu, polarization, layers, omega):
    """Reflectance, transmittance, absorptance from Maxwell boundary matching.
    Each layer is (relative permittivity, thickness)."""
    mu = np.asarray(mu, dtype=float)
    sin2 = 1 - mu**2
    eta0 = mu if polarization == "s" else 1 / mu
    E, H = np.ones_like(mu) + 0j, eta0 + 0j
    for permittivity, d in reversed(layers):
        q = np.sqrt(permittivity - sin2 + 0j)
        eta = q if polarization == "s" else permittivity / q
        phase = omega / c * q * d
        E, H = (np.cos(phase) * E - 1j * np.sin(phase) / eta * H,
                -1j * eta * np.sin(phase) * E + np.cos(phase) * H)
    R = abs((eta0 * E - H) / (eta0 * E + H))**2
    T = abs(2 * eta0 / (eta0 * E + H))**2
    return R, T, 1 - R - T


def layer_emissivity(layers, omega):
    a = sum(layer_response(mu_grid, pol, layers, omega)[2] for pol in "sp") / 2
    return np.sum(mu_weight * 2 * mu_grid * a)


def sheet_average(x, function):
    """Hemispherical mean for a sheet, x = Z0 / sheet resistance."""
    values = (function(x / mu_grid) + function(x * mu_grid)) / 2
    return np.sum(mu_weight * 2 * mu_grid * values)


def sheet_absorptance(y):
    return 4 * y / (2 + y)**2


def mirror_emissivity(y):
    return 4 * y / ((2 + y) * (1 + y))


def sheet_excess(x):
    return sheet_average(x, sheet_absorptance) - eps


x_sheets = [brentq(sheet_excess, 0.01, 2), brentq(sheet_excess, 2, 100)]
resistances = [Z0 / x for x in x_sheets]
wien_length = sc.value("Wien wavelength displacement law constant") / U
omega_peak = 2 * np.pi * c / wien_length


def ideal_film(x, omega):
    """Finite conducting layer, thin enough to approach the sheet limit."""
    d = 1e-11
    return [(1 + 1j * x / (Z0 * d * sc.epsilon_0 * omega), d)]


for x in x_sheets:
    # Sheet absorptance and mirror formula against Maxwell layers and bounces
    for mu in (0.2, 0.6, 1.0):
        for pol in "sp":
            R, T, a = layer_response(mu, pol, ideal_film(x, omega_peak), omega_peak)
            y = x / mu if pol == "s" else x * mu
            assert abs(a / sheet_absorptance(y) - 1) < 2e-3
            total, travelling = a, T
            for _ in range(1000):
                total += travelling * a
                travelling *= R
            assert abs(total / mirror_emissivity(y) - 1) < 2e-3
    # Temperature against the Planck integral with computed layer emissivity
    u_nodes, u_weights = np.polynomial.legendre.leggauss(80)
    u_grid, u_weights = 20 * (u_nodes + 1), 20 * u_weights
    net_loss = 0.0
    for u, weight in zip(u_grid, u_weights):
        omega = u * kB * U / sc.hbar
        prefactor = sc.hbar * omega**3 / (4 * np.pi**2 * c**2)
        occupation = 1 / np.expm1(u) - 1 / np.expm1(u * U / Ta)
        net_loss += (weight * kB * U / sc.hbar * 2 * prefactor * occupation
                     * layer_emissivity(ideal_film(x, omega), omega))
    assert abs(net_loss / P - 1) < 3e-3

mirror_totals = [sheet_average(x, mirror_emissivity) for x in x_sheets]
T_mirror = [steady(e) for e in mirror_totals]
assert min(T_mirror) > U

# Metal layer with finite electron relaxation time on a silicon membrane
metal_sigma = 1 / (resistances[1] * metal_thickness)
metal_permittivity = 1 + 1j * metal_sigma / (
    sc.epsilon_0 * omega_peak * (1 - 1j * omega_peak * electron_time))
coated = [(metal_permittivity, metal_thickness), (silicon_index**2, thickness)]
eps_metal_side = layer_emissivity(coated, omega_peak)
eps_silicon_side = layer_emissivity(coated[::-1], omega_peak)
T_coated = steady(eps_metal_side + eps_silicon_side)

# Transient heating
C = density * specific_heat * thickness
tau = C / (8 * eps * sigma * U**3)
dwell = slit_width / mask_speed


def heating_rate(t, T):
    return (P - 2 * eps * sigma * (T**4 - Ta**4)) / C


def heating_time(T):
    def primitive(z):
        return np.arctanh(z) + np.arctan(z)
    return 2 * tau * (primitive(T / U) - primitive(Ta / U))


T_slit = brentq(lambda T: heating_time(T) - dwell, Ta, U * (1 - 1e-12))
ode = solve_ivp(heating_rate, (0, dwell), [Ta], rtol=1e-9, atol=1e-8)
assert abs(ode.y[0, -1] - T_slit) < 1e-3
ode = solve_ivp(heating_rate, (0, tau), [U + 1], rtol=1e-10, atol=1e-10)
assert abs((ode.y[0, -1] - U) * np.e - 1) < 0.01

# Pulsed heating: impulsive energy followed by radiative cooling
ripple = P / (pulse_rate * C)
period = 1 / pulse_rate


def cooling(T):
    return -2 * eps * sigma * (T**4 - Ta**4) / C


T_low = U
for _ in range(1500):
    T_high = T_low + P * period / C
    k1 = cooling(T_high)
    k2 = cooling(T_high + period * k1 / 2)
    k3 = cooling(T_high + period * k2 / 2)
    k4 = cooling(T_high + period * k3)
    T_low = T_high + period * (k1 + 2 * k2 + 2 * k3 + k4) / 6
assert abs((T_high - T_low) / ripple - 1) < 1e-3
assert abs((T_high + T_low) / 2 - U) < 0.1

# Nonlinear conduction profile next to a frame at ambient temperature
L = np.sqrt(conductivity * thickness / (8 * eps * sigma * U**3))
L_mm = L * 1e3


def conduction(x, state):
    curvature = 2 * eps * sigma * (state[0]**4 - U**4) / (conductivity * thickness)
    return np.vstack((state[1], curvature * 1e-6))


mesh = np.linspace(0, 14 * L_mm, 300)
guess = U - (U - Ta) * np.exp(-mesh / L_mm)
profile = solve_bvp(conduction, lambda a, b: np.array([a[0] - Ta, b[0] - U]),
                    mesh, np.vstack((guess, (U - guess) / L_mm)),
                    tol=1e-7, max_nodes=20000)
assert profile.success
deficit = U - profile.sol(np.array([5, 7]) * L_mm)[0]
assert abs(np.log(deficit[0] / deficit[1]) / 2 - 1) < 0.01
edge_width = brentq(lambda x: profile.sol(x)[0] - 0.99 * U, 0, 10 * L_mm)
thickness_drop = P * thickness / (8 * conductivity)
# Uniformly heated slab with equal face temperatures, solved on a grid
count = 201
spacing = thickness / (count - 1)
laplacian = (np.diag(-2 * np.ones(count - 2)) + np.diag(np.ones(count - 3), 1)
             + np.diag(np.ones(count - 3), -1))
source = -P / thickness * spacing**2 / conductivity * np.ones(count - 2)
slab = np.linalg.solve(laplacian, source)
assert abs(slab.max() / thickness_drop - 1) < 1e-6

# Free-molecular hydrogen cooling, tested with Maxwell speed integrals
h2_mass = 2 * 1.008 * sc.atomic_mass
flux = pressure / np.sqrt(2 * np.pi * h2_mass * kB * Ta)
gas_face = accommodation * flux * 3 * kB
gas_total = 2 * gas_face


def speed_density(s):
    return 4 / np.sqrt(np.pi) * s**2 * np.exp(-s**2)


mean_s = quad(lambda s: s * speed_density(s), 0, 12)[0]
crossing_energy = quad(lambda s: (s**2 + 1) * s * speed_density(s), 0, 12)[0] / mean_s
speed_scale = np.sqrt(2 * kB * Ta / h2_mass)
flux_numeric = pressure / (kB * Ta) * speed_scale * mean_s / 4
assert abs(crossing_energy - 3) < 1e-7
assert abs(flux_numeric / flux - 1) < 1e-7
T_gas = steady(2 * eps, gas_total)
T_both = [steady(e, gas_total) for e in mirror_totals]
assert T_gas < U
free_path = kB * Ta / (np.sqrt(2) * np.pi * h2_diameter**2 * pressure)
T_reduced = U - 10
gas_needed = (P - 2 * eps * sigma * (T_reduced**4 - Ta**4)) / (T_reduced - Ta)
pressure_10K = pressure * gas_needed / gas_total
assert abs(steady(2 * eps, gas_total * pressure_10K / pressure) - T_reduced) < 1e-6

print(f"Absorbed power: {P/1e4:.2f} W/cm^2; emissivity per face: {eps:.2f}")
print(f"Ambient temperature: {Ta:.0f} K")
print(f"Stefan-Boltzmann constant: {sigma:.6e} W/(m^2 K^4)")
print(f"P/(2 eps sigma): {P/(2*eps*sigma):.4e} K^4; Ta^4: {Ta**4:.3e} K^4")
print(f"Steady temperature: {U:.1f} K = {U-sc.zero_Celsius:.1f} deg C")
print(f"Without ambient radiation: {T_no_ambient:.1f} K")
print(f"Temperature change per +0.01 emissivity: {0.01*slope:.2f} K")
for value in (0.03, 0.10):
    print(f"Temperature at emissivity {value:.2f}: {closed_temperature(value):.0f} K")
print(f"EUV single-pass transmission: {euv_transmission:.2f}")
print(f"Mask EUV reflectivity: {mask_reflectivity:.2f}")
print(f"Absorbed fraction, two passes: {absorbed_fraction:.4f}")
print(f"Implied incident intensity: {incident/1e4:.2f} W/cm^2")
print(f"Wien wavelength: {wien_length*1e6:.2f} um")
for name, x, R, e, T, Tb in zip(("Transmitting", "Reflecting"), x_sheets,
                              resistances, mirror_totals, T_mirror, T_both):
    print(f"{name} sheet: x = {x:.3f}, resistance = {R:.1f} ohm/square")
    print(f"  total emissivity above mirror: {e:.3f}")
    print(f"  temperature above mirror: {T:.0f} K; with hydrogen: {Tb:.0f} K")
print(f"Metal thickness: {metal_thickness*1e9:.1f} nm; "
      f"electron time: {electron_time*1e15:.1f} fs")
print(f"Silicon infrared index: {silicon_index:.1f}")
print(f"Coated-film emissivity, metal side: {eps_metal_side:.3f}")
print(f"Coated-film emissivity, silicon side: {eps_silicon_side:.3f}")
print(f"Temperature with coated-film emissivities: {T_coated:.0f} K")
print(f"Membrane thickness: {thickness*1e9:.0f} nm; density: {density:.0f} kg/m^3")
print(f"Specific heat: {specific_heat:.0f} J/(kg K)")
print(f"Areal heat capacity: {C:.4f} J/(m^2 K)")
print(f"Relaxation time: {tau*1e3:.2f} ms")
print(f"Slit width: {slit_width*1e3:.1f} mm; mask speed: {mask_speed:.2f} m/s")
print(f"Slit dwell: {dwell*1e3:.2f} ms; temperature at exit: {T_slit:.1f} K")
print(f"Pulse rate: {pulse_rate/1e3:.0f} kHz; pulse ripple: {ripple:.2f} K")
print(f"Thermal conductivity: {conductivity:.0f} W/(m K)")
print(f"Frame decay length: {L_mm:.3f} mm")
print(f"Distance to within 1 percent of steady T: {edge_width:.3f} mm")
print(f"Temperature drop, middle to face: {thickness_drop:.2e} K")
print(f"Hydrogen pressure: {pressure:.1f} Pa; accommodation: {accommodation:.2f}")
print(f"Hydrogen molecular diameter: {h2_diameter*1e9:.2f} nm")
print(f"Mean free path: {free_path*1e3:.2f} mm; mask gap: {mask_gap*1e3:.2f} mm")
print(f"Gas heat-transfer coefficient, two faces: {gas_total:.2f} W/(m^2 K)")
print(f"Temperature with hydrogen, open view: {T_gas:.1f} K")
print(f"Gas share of heat loss: {100*gas_total*(T_gas-Ta)/P:.1f} percent")
print(f"Hydrogen pressure for a 10 K reduction: {pressure_10K:.2f} Pa")
print("all tests passed")
```

Output:

```
Absorbed power: 1.00 W/cm^2; emissivity per face: 0.30
Ambient temperature: 300 K
Stefan-Boltzmann constant: 5.670374e-08 W/(m^2 K^4)
P/(2 eps sigma): 2.9393e+11 K^4; Ta^4: 8.100e+09 K^4
Steady temperature: 741.3 K = 468.2 deg C
Without ambient radiation: 736.3 K
Temperature change per +0.01 emissivity: -6.01 K
Temperature at emissivity 0.03: 1310 K
Temperature at emissivity 0.10: 971 K
EUV single-pass transmission: 0.90
Mask EUV reflectivity: 0.65
Absorbed fraction, two passes: 0.1585
Implied incident intensity: 6.31 W/cm^2
Wien wavelength: 3.91 um
Transmitting sheet: x = 0.451, resistance = 836.1 ohm/square
  total emissivity above mirror: 0.489
  temperature above mirror: 779 K; with hydrogen: 664 K
Reflecting sheet: x = 8.877, resistance = 42.4 ohm/square
  total emissivity above mirror: 0.342
  temperature above mirror: 851 K; with hydrogen: 704 K
Metal thickness: 4.0 nm; electron time: 1.0 fs
Silicon infrared index: 3.4
Coated-film emissivity, metal side: 0.306
Coated-film emissivity, silicon side: 0.323
Temperature with coated-film emissivities: 733 K
Membrane thickness: 50 nm; density: 2330 kg/m^3
Specific heat: 850 J/(kg K)
Areal heat capacity: 0.0990 J/(m^2 K)
Relaxation time: 1.79 ms
Slit width: 8.0 mm; mask speed: 1.20 m/s
Slit dwell: 6.67 ms; temperature at exit: 709.9 K
Pulse rate: 50 kHz; pulse ripple: 2.02 K
Thermal conductivity: 20 W/(m K)
Frame decay length: 0.134 mm
Distance to within 1 percent of steady T: 0.591 mm
Temperature drop, middle to face: 3.13e-06 K
Hydrogen pressure: 5.0 Pa; accommodation: 0.30
Hydrogen molecular diameter: 0.27 nm
Mean free path: 2.56 mm; mask gap: 2.50 mm
Gas heat-transfer coefficient, two faces: 13.31 W/(m^2 K)
Temperature with hydrogen, open view: 640.8 K
Gas share of heat loss: 45.4 percent
Hydrogen pressure for a 10 K reduction: 0.47 Pa
all tests passed
```
